# Displacement continuity and the silica field beside a ferroelectric film

## Problem

A ferroelectric film lies on a thin layer of silica, which lies on silicon. A metal gate covers the film. The following values are rough and typical of a hafnia-based ferroelectric gate stack.

- Film: thickness $t_f=10$ nm, background relative permittivity $\epsilon_f=30$, remanent polarization $P=20\ \mu\mathrm{C/cm^2}$ pointing towards the silicon, coercive field $E_c=1$ MV/cm.
- Silica: thickness $t_{ox}=1$ nm, relative permittivity $\epsilon_{ox}=3.9$, breakdown field about 10 MV/cm, or perhaps 15 MV/cm in a thin layer.

No free charge sits at the interface between film and silica unless a question introduces it.

(a) What field would a displacement of $20\ \mu\mathrm{C/cm^2}$ produce in the silica, and could the silica sustain it?

(b) Is this the field in the stack when gate and silicon are short-circuited and the film keeps its polarization?

(c) How much charge at the film/silica interface would bring the silica field down to 10 MV/cm?

## A tempting solution

The normal component of the displacement is continuous where there is no free charge. The film has a polarization of $20\ \mu\mathrm{C/cm^2}$, so its displacement is $20\ \mu\mathrm{C/cm^2}$, and the silica must have the same displacement. Since $1\ \mu\mathrm{C/cm^2}=0.01\ \mathrm{C/m^2}$,

$$E_{ox}=\frac{D}{\epsilon_0\epsilon_{ox}}
=\frac{0.200\ \mathrm{C/m^2}}{(8.854\times10^{-12}\ \mathrm{F/m})(3.9)}
=5.79\times10^{9}\ \mathrm{V/m}=57.9\ \mathrm{MV/cm}.$$

The short-circuited stack therefore has 58 MV/cm in its silica, and the silica must break down as soon as the film is polarized.

## Where the fault lies

The arithmetic is right, and so is the continuity condition. The fault is the phrase "so its displacement is $20\ \mu\mathrm{C/cm^2}$". Take the positive direction from gate to silicon. The displacement in the film is

$$D_f=\epsilon_0\epsilon_fE_f+P, \tag{1}$$

where $P$ is the switchable polarization and $\epsilon_f$ describes the remaining linear response. Thus $D_f=P$ requires $E_f=0$. The tempting solution assumes a field-free film without asking what voltage this needs.

With $E_f=0$, the whole stack voltage falls across the silica:

$$V=t_fE_f+t_{ox}E_{ox}=0+(1\ \mathrm{nm})(5.79\ \mathrm{V/nm})=5.79\ \mathrm{V}.$$

Here $1\ \mathrm{V/nm}=10\ \mathrm{MV/cm}$. A short circuit between ideal metal electrodes has $V=0$, so it contradicts the assumption. The field of 58 MV/cm answers question (a), where the displacement is given. It does not answer question (b), where the polarization and the voltage are given.

## (a) The field at a given displacement

The continuity condition follows from Gauss's law. Draw a flat box of area $A$ across the interface, with one face in the film and the other in the silica, and let its height shrink to zero. The sides then contribute no flux. The outward flux is $D_{ox}A$ through the silica face and $-D_fA$ through the film face. If the interface carries free charge $\sigma$ per unit area,

$$D_{ox}-D_f=\sigma. \tag{2}$$

For $\sigma=0$ the two displacements are equal. In the silica $D_{ox}=\epsilon_0\epsilon_{ox}E_{ox}$, and the result is the 57.9 MV/cm found above.

This is 5.8 times the usual breakdown field and 3.9 times the higher value for a thin layer. Silica cannot sustain such a field, although Maxwell's equations do not forbid it. The number tells us that at least one assumption behind it must fail: the displacement is not really $20\ \mu\mathrm{C/cm^2}$ in the film, or charge is present at the interface.

A change in the silica's dielectric response is not a likely rescue. To carry the same displacement at 10 MV/cm, the silica would need

$$\epsilon=\frac{0.200\ \mathrm{C/m^2}}{\epsilon_0(10^9\ \mathrm{V/m})}=22.6$$

in place of 3.9. A nonlinear correction would have to multiply the permittivity by almost six.

Charge in the electrodes does not remove the difficulty either. Deep in the silicon the field vanishes, so a Gauss box that reaches from the silica to that depth encloses a silicon charge $-D_{ox}$ per unit area. This charge terminates the silica field. To reduce that field at fixed $D_f$, equation (2) requires charge on the film side of the silica.

## (b) The short-circuited stack

Keep $\sigma$ and $V$ general, since both will be needed. The voltage condition gives the film field,

$$E_f=\frac{V-t_{ox}E_{ox}}{t_f}. \tag{3}$$

Insert (1) and (3) into (2), written as $D_{ox}=D_f+\sigma$:

$$\epsilon_0\epsilon_{ox}E_{ox}
=\frac{\epsilon_0\epsilon_fV}{t_f}
-\frac{\epsilon_0\epsilon_ft_{ox}}{t_f}E_{ox}+P+\sigma.$$

Move the term with $E_{ox}$ to the left and divide by its total coefficient:

$$E_{ox}=\frac{P+\sigma+\epsilon_0\epsilon_fV/t_f}
{\epsilon_0\left(\epsilon_{ox}+\epsilon_ft_{ox}/t_f\right)}. \tag{4}$$

For $V=0$ and $\sigma=0$ the bracket is $3.9+30\times1/10=6.9$, and

$$E_{ox}=\frac{0.200\ \mathrm{C/m^2}}{6.9\,\epsilon_0}=32.7\ \mathrm{MV/cm},
\qquad
E_f=-\frac{t_{ox}}{t_f}E_{ox}=-3.27\ \mathrm{MV/cm}.$$

The displacement is $20\times3.9/6.9=11.3\ \mu\mathrm{C/cm^2}$. It is smaller than $P$ because the film field is negative: it opposes the polarization and is called the depolarizing field.

The answer to (b) is therefore no. Yet 32.7 MV/cm is still far above breakdown, and a second difficulty has appeared. The depolarizing field is more than three times the coercive field, so the film cannot be expected to keep the polarization that we held fixed.

### What the film can retain

Suppose, as a simple model, that the film switches partly into narrow reversed domains until the magnitude of its mean field has dropped to $E_c$. Let $\bar P$ be the polarization averaged over the domains. At $V=0$, equation (3) with $E_f=-E_c$ gives

$$E_{ox}=\frac{t_f}{t_{ox}}E_c=10\ \mathrm{MV/cm}.$$

The agreement with the breakdown field is an accident of the chosen thicknesses. With the same film and 2 nm of silica, the result would be 5 MV/cm.

Without interface charge, (1) and (2) now give

$$\bar P=\epsilon_0\epsilon_{ox}E_{ox}+\epsilon_0\epsilon_fE_c
=3.45+2.66=6.11\ \mu\mathrm{C/cm^2}.$$

In this model, which takes the hysteresis loop to be rectangular, less than a third of the original polarization survives. A rounded loop, whose polarization has already fallen to zero at $-E_c$, switches at weaker fields and leaves still less. The average describes the local fields only if the domains are narrow compared with the layer thicknesses, and even then not within about one domain width of the film/silica interface. A domain much wider than the layers are thick behaves like a uniform stack: in its interior the magnitudes return to 32.7 MV/cm in the silica and 3.27 MV/cm in the film, and partial switching relieves neither.

### Two limits of the thickness ratio

At $V=\sigma=0$ and fixed $P$, equation (4) has two simple limits.

If $\epsilon_ft_{ox}/t_f\ll\epsilon_{ox}$, the silica field tends to $P/(\epsilon_0\epsilon_{ox})$, the value of the tempting solution. The silica is then so thin that even a large field across it produces little voltage, and a small film field balances that voltage. Making the silica thinner thus relieves the film but raises the field in the silica. A continuum permittivity loses its meaning when the layer approaches atomic thickness, so this limit shows a trend and should not be taken literally.

If $\epsilon_ft_{ox}/t_f\gg\epsilon_{ox}$, then

$$E_{ox}\to\frac{Pt_f}{\epsilon_0\epsilon_ft_{ox}},\qquad
E_f\to-\frac{P}{\epsilon_0\epsilon_f}.$$

The silica field falls as the silica grows thicker, while the film meets its full depolarizing field. The burden has moved from the silica to the film.

## (c) The compensating charge

First keep $D_f=20\ \mu\mathrm{C/cm^2}$, as in question (a). At 10 MV/cm the silica carries

$$D_{ox}=\epsilon_0(3.9)(10^9\ \mathrm{V/m})=3.45\ \mu\mathrm{C/cm^2}.$$

Equation (2) then gives

$$\sigma=3.45-20=-16.55\ \mu\mathrm{C/cm^2}.$$

The sign is negative because the polarization ends at this interface and leaves positive bound charge there. Dividing by the elementary charge gives the required number of electrons:

$$\frac{0.1655\ \mathrm{C/m^2}}{1.602\times10^{-19}\ \mathrm{C}}
=1.03\times10^{18}\ \mathrm{m^{-2}}
=1.03\times10^{14}\ \mathrm{cm^{-2}}.$$

To remove the silica field altogether would take $\sigma=-20\ \mu\mathrm{C/cm^2}$, or $1.25\times10^{14}$ electrons per $\mathrm{cm^2}$.

The short-circuited stack needs slightly less. If the full $P$ is to be kept with $E_f=-E_c$, the limiting case for a rectangular loop, the film displacement is $20-2.66=17.34\ \mu\mathrm{C/cm^2}$. The silica again has 10 MV/cm and carries $3.45\ \mu\mathrm{C/cm^2}$, so

$$\sigma=3.45-17.34=-13.89\ \mu\mathrm{C/cm^2}.$$

The difference from the previous case, $2.66\ \mu\mathrm{C/cm^2}$, is the linear response of the film to its own depolarizing field.

## Does the silicon change the conclusion?

So far the silicon has been an ideal metal. In fact its electrons occupy a layer of finite thickness and have kinetic energy, so part of the voltage falls in the silicon. Assume that the gate Fermi level is aligned with the silicon conduction edge when the bands are flat. The extra potential $\psi$ is then the height of the Fermi level above the conduction edge at the silicon surface, divided by $e$.

An upper estimate comes from a triangular well. At the surface the silicon field is $F=D/(\epsilon_0\epsilon_{si})$, with $\epsilon_{si}=11.7$. Let $x$ be the depth into the silicon, with a hard wall at $x=0$. On a (001) surface the lowest level belongs to electrons of mass $m_z=0.92\,m_e$ normal to the surface, which obey

$$-\frac{\hbar^2}{2m_z}\frac{d^2u}{dx^2}+eFx\,u=W_0u,\qquad u(0)=0.$$

Set $\ell=(\hbar^2/2m_zeF)^{1/3}$ and $\xi=(x-W_0/eF)/\ell$. The equation becomes $d^2u/d\xi^2=\xi u$, whose decaying solution is the Airy function $\mathrm{Ai}(\xi)$. Its first zero is at $\xi=-2.338$, and this must fall at $x=0$. Hence

$$W_0=2.338\,eF\ell
=2.338\left(\frac{\hbar^2}{2m_z}\right)^{1/3}(eF)^{2/3}.$$

At $D=20\ \mu\mathrm{C/cm^2}$ this is 1.25 eV. The electrons screen the field deeper in the silicon, so the true electrostatic potential energy lies nowhere above $eFx$, and the ground energy is lower. A self-consistent numerical solution of the Schrödinger and Poisson equations, with all electrons in the lowest subband, gives 1.07 eV.

The lowest subband has two valleys and two spin states, with in-plane mass $m_{xy}=0.19\,m_e$. Filling a circle of radius $k_F$ gives a density

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},
\qquad
W_F=\frac{\hbar^2k_F^2}{2m_{xy}}=\frac{\pi\hbar^2n}{2m_{xy}}.$$

For $n=1.25\times10^{14}\ \mathrm{cm^{-2}}$, $W_F=0.79$ eV. This is far above the thermal energy of 0.026 eV at 300 K, so the layer is strongly degenerate. The electrons cannot in fact all stay in the lowest subband: the screened well that gave 1.07 eV levels off at about 1.2 eV, well below $1.07+0.79=1.86$ eV. They spread over further subbands and valleys, which lowers the Fermi level.

Thus $e\psi=W_0+W_F$ is an upper estimate within a parabolic-band, mean-field model. Energies near 1 eV strain the parabolic approximation, so it gives a size and not a precise correction.

The silicon surface is at potential $+\psi$ relative to the flat-band alignment. In the short-circuited device the voltage across film and silica is therefore $V=-\psi$. Since $\psi$ depends on $D$, equation (4) must be solved numerically together with $D=\epsilon_0\epsilon_{ox}E_{ox}$. The solution has $\psi=1.14$ V and

$$E_{ox}=27.8\ \mathrm{MV/cm},\qquad E_f=-3.92\ \mathrm{MV/cm}.$$

With this upper estimate of $\psi$, the silicon lowers the silica field by about 15 per cent relative to the ideal-metal value; the true reduction in this model is smaller. The silicon also makes the depolarizing field stronger. Both contradictions remain. At the imposed displacement of question (a), the silica field does not change at all; the gate must merely supply up to about 2.0 V in addition to the 5.79 V across the silica.

## How charge can arrive

The silica field points towards the silicon, so it pulls electrons from the silicon towards the positive bound charge. They can tunnel through the silica. Take a barrier $\phi=3.1$ eV above the silicon conduction edge and a tunnelling mass $m=0.42\,m_e$, both rough. At distance $s$ into the silica the barrier height is $\phi-eE_{ox}s$, and the wave amplitude decays at the rate $\sqrt{2m(\phi-eE_{ox}s)}/\hbar$. The transmission in the WKB approximation is the exponential of minus twice the integrated rate:

$$T=\exp\left[-\frac{2}{\hbar}\int_0^{s_1}
\sqrt{2m(\phi-eE_{ox}s)}\,ds\right].$$

The upper limit $s_1$ is the smaller of $t_{ox}$ and $\phi/eE_{ox}$, where the barrier ends. Integration gives

$$T=\exp\left[-\frac{4\sqrt{2m}}{3\hbar eE_{ox}}
\left(\phi^{3/2}-\phi_1^{3/2}\right)\right],$$

with $\phi_1=\phi-eE_{ox}t_{ox}$ if this is positive, and $\phi_1=0$ otherwise.

At 57.9 MV/cm the barrier ends after $3.1/5.79=0.54$ nm, so $\phi_1=0$ and $T=1.5\times10^{-2}$. WKB is crude for so transparent a barrier. A numerical transfer-matrix solution for the same barrier, with its top kept 3.1 eV above the electron's energy, an incoming wave vector corresponding to 1.25 eV in the silicon and a level potential beyond the silica, gives $2.2\times10^{-2}$, which supports the order of magnitude.

An electron in the triangular well strikes the barrier once per classical bounce. The constant force $eF$ must reverse a momentum $\sqrt{2m_zW_0}$, which takes

$$\tau_b=\frac{2\sqrt{2m_zW_0}}{eF}=3.8\times10^{-15}\ \mathrm{s}.$$

The escape time is $\tau_b/T\approx2\times10^{-13}$ s. At 10 MV/cm the barrier still has a height $\phi_1=2.1$ eV at the far side of the silica. The transmission drops to $2.3\times10^{-5}$. The silicon field $F$ falls in proportion to $D$, and because $W_0\propto F^{2/3}$, the bounce time varies as $F^{-2/3}$ and lengthens to $1.2\times10^{-14}$ s. The escape time therefore rises to about $5\times10^{-10}$ s. These estimates use the full 3.1 eV, although an electron in the well already lies above the conduction edge and meets a lower barrier. They are therefore too long, at 58 MV/cm by roughly a factor of ten.

Even before breakdown is considered, a field of 58 MV/cm across this silica could thus not be held without a large tunnelling current: electrons would leave the silicon in a fraction of a picosecond. They compensate the polarization if they are captured at the film/silica interface. Capture is not part of this estimate, and at 10 MV/cm the electron also needs an available state on the far side. The escape times are therefore not charging times of a device.

## Comparison with real gate stacks

The parameters lie in the regime of hafnia-based ferroelectric transistors with a silica-like interlayer, but polarization, coercive field and interlayer thickness all vary with processing. The interlayer may also differ from pure silica; at a given displacement its field varies as $1/\epsilon_{ox}$. Two assumptions that may fail in a real device are a uniform, fixed polarization and an interface free of charge. In the model with narrow domains, letting the mean polarization fall until the mean film field has the coercive magnitude changes the mean short-circuit silica field from 32.7 to 10 MV/cm. With 1 nm of silica this mean describes the local field only for domains about a nanometre wide or less. Domains in hafnia films are typically several nanometres or wider, and then the silica under the unswitched domains keeps a local field between these two values: about 18 MV/cm for stripes of 10 nm period with the same mean polarization. Keeping the full polarization at a silica field of 10 MV/cm instead takes $-13.89\ \mu\mathrm{C/cm^2}$ of interface charge. Electrostatics alone cannot decide how a particular device divides the task between these two routes.

The orientation matters as well. If $P$ points towards the gate, all signs in the ideal-metal electrostatics reverse and the magnitudes stay the same, so the compensating charge must be positive. The silicon and tunnelling estimates do not carry over, because they were made for an electron layer at the silicon surface.

Numerical values quoted here were computed with a short program.
